# Velocity-Saturated Transconductance of a Silicon MOSFET: Ceiling and First Correction

## The question

In a short silicon n-channel MOSFET the electrons cross a channel a few tens of nanometres long under a drop of several tenths of a volt. The mean field lies above the range in which drift velocity is proportional to field, and with rising field the velocity levels off toward $v_{\rm sat}\approx10^7$ cm/s. If every electron already moved at $v_{\rm sat}$, the gate could raise the current only by adding electrons, not by making them faster. How large can the transconductance $g_m=\partial I/\partial V_{GS}$ become, and how closely does a channel of finite length approach that value?

Charges and currents are taken as magnitudes. The source is at $x=0$ and the drain at $x=L$; $W$ is the width and $V(x)$ the channel potential measured from the source. The internal overdrive is $V_{ov}=V_{GS}-V_T$. The drain voltage is held fixed in saturation, and $V_T$ and the gate capacitance per area $C$ are constants.

## Leading order: every electron at $v_{\rm sat}$

The equivalent oxide thickness (EOT) is the thickness of silicon dioxide that would have the insulator's capacitance. For layers $t_j$ of relative permittivity $k_j$, the displacement $D$ is continuous, so the voltage is $D\sum_j t_j/(\varepsilon_0k_j)$. Hence

$$\frac1C=\sum_j\frac{t_j}{\varepsilon_0k_j}=\frac{\rm EOT}{3.9\,\varepsilon_0},\qquad C=\frac{3.9\,\varepsilon_0}{\rm EOT}.$$

For 1 nm, $C=3.453\ \mu$F/cm².

At the source end the mobile charge per area is $CV_{ov}$. If it moves at $v_{\rm sat}$, then

$$I=WCv_{\rm sat}V_{ov},\qquad \frac{g_m}{W}=Cv_{\rm sat}.$$

The product is $3.453\times10^{-6}\times10^7=34.53$ S/cm. Since 1 S/cm is 0.1 mS/µm,

$$\frac{g_m}{W}=3.453\ \text{mS/µm}\approx3.5\ \text{mS/µm}.$$

Neither $L$ nor $V_{ov}$ appears. A shorter channel does not raise this value; a thinner insulator does.

## Why this is a ceiling in the local-field model

Suppose that the velocity depends on the local field alone, rises with it, and tends to $v_{\rm sat}$. Suppose also that the gate controls the charge locally (the gradual-channel approximation). With $y=V_{ov}-V$ the local overdrive and $E=-dy/dx$ the magnitude of the field, continuity reads

$$I=WCy\,v(E).$$

Define $i=I/(WCv_{\rm sat})$, a current expressed in volts. Then $v/v_{\rm sat}=i/y$. Let $\mathcal E(r)$ be the field at which $v/v_{\rm sat}=r$. Since $dx=-dy/E$,

$$L=\int_{y_L}^{V_{ov}}\frac{dy}{\mathcal E(i/y)},$$

where $y_L$ is the overdrive at the drain end. Raising the drain voltage lowers $y_L$, which lengthens the integration range. To keep $L$ fixed, the integrand must fall, so $i$ must rise. This ends at $y_L=i$, where the velocity reaches $v_{\rm sat}$. Any further drain voltage is assumed to fall across a thin region at the drain, whose shortening of the channel is neglected.

In saturation, put $y=is$ and $S=V_{ov}/i$:

$$L=i\int_1^S\frac{ds}{\mathcal E(1/s)}.$$

Differentiate with respect to $V_{ov}$ at fixed $L$, writing a prime for the derivative. The integral equals $L/i$, the field at $s=S$ is the source field $E_s$, and $S'=1/i-V_{ov}i'/i^2$. Therefore

$$0=\frac{i'L}{i}+\frac{1}{E_s}\left(1-\frac{V_{ov}i'}{i}\right).$$

Multiplication by $iE_s$ gives $0=i'LE_s+i-V_{ov}i'$, or

$$i'=\frac{g_m}{WCv_{\rm sat}}=\frac{i}{V_{ov}-LE_s}.$$

Toward the drain $y$ falls, so $v\propto1/y$ rises, and so does the field. The channel drop therefore satisfies $V_{ov}-i=\int_0^LE\,dx\ge LE_s$. The denominator is thus at least $i$. It is also at most $V_{ov}$, because $LE_s\ge0$. Hence

$$\frac{i}{V_{ov}}\le\frac{g_m}{WCv_{\rm sat}}\le1.$$

As $L\to0$ at fixed overdrive, the positive integrand forces the range $V_{ov}-i$ to close. Then $i/V_{ov}\to1$, and the two bounds pinch $g_m$ to $WCv_{\rm sat}$.

The argument keeps the function $v(E)$ unchanged when the gate voltage changes. A gate-dependent mobility adds a term that it does not cover.

## First correction for a gradual approach to saturation

The size of the shortfall depends on how the velocity approaches $v_{\rm sat}$. Take first

$$v=\frac{\mu E}{1+E/E_c},\qquad E_c=\frac{v_{\rm sat}}{\mu},$$

with $\mu$ the low-field mobility. Setting $v/v_{\rm sat}=r$ gives $E=E_c\,r/(1-r)$. With $r=i/y$, $1/E=(y-i)/(iE_c)$, and

$$E_cL=\frac1i\int_i^{V_{ov}}(y-i)\,dy=\frac{(V_{ov}-i)^2}{2i}.$$

Let $V_{D\rm sat}=V_{ov}-i$ be the channel drop at saturation. Then

$$V_{D\rm sat}^2+2E_cL\,V_{D\rm sat}-2E_cL\,V_{ov}=0.$$

The positive root, with $u=V_{ov}/(E_cL)$, is

$$V_{D\rm sat}=E_cL\left(\sqrt{1+2u}-1\right).$$

Its derivative with respect to $V_{ov}$ is $1/\sqrt{1+2u}$, because $du/dV_{ov}=1/(E_cL)$ cancels the prefactor. Since $i'=1-V_{D\rm sat}'$,

$$\frac{g_m}{WCv_{\rm sat}}=1-\frac1{\sqrt{1+2u}}.$$

For $u\gg1$, write $(1+2u)^{-1/2}=(2u)^{-1/2}(1+1/2u)^{-1/2}$ and expand the last factor:

$$\frac{g_m}{WCv_{\rm sat}}=1-\frac1{\sqrt{2u}}+O(u^{-3/2}).$$

The correction falls only as the square root of $L$. The electrons near the source still move below $v_{\rm sat}$, and part of each increment of gate voltage goes into a larger $V_{D\rm sat}$.

**The opposite limit.** For $u\ll1$, $(1+2u)^{-1/2}=1-u+3u^2/2+\dots$, so

$$g_m=WCv_{\rm sat}\left(u-\tfrac32u^2+\dots\right)=\frac{W\mu CV_{ov}}{L}\left(1-\tfrac32u+\dots\right).$$

This is the long-channel law, in which mobility and length matter and $v_{\rm sat}$ enters only through the correction.

## A sharper velocity law changes the exponent

Now take $v=\mu E/\sqrt{1+(E/E_c)^2}$, with the same $\mu$ and $v_{\rm sat}$. Inversion gives $E=E_c\,r/\sqrt{1-r^2}$. With $r=1/s$, $1/E=\sqrt{s^2-1}/E_c$, so

$$\frac{E_cL}{i}=\int_1^S\sqrt{s^2-1}\,ds.$$

For a short channel $S=1+\delta$ with $\delta\ll1$. Near $s=1$, $s^2-1\approx2(s-1)$, and the integral is $\tfrac{2\sqrt2}{3}\delta^{3/2}$. On the left $i\approx V_{ov}$ at this order, which leaves $1/u$. Thus

$$\delta\approx\left(\frac{3}{2\sqrt2\,u}\right)^{2/3}=\left(\frac98\right)^{1/3}u^{-2/3}.$$

Then $i=V_{ov}/S\approx V_{ov}(1-\delta)$, or

$$i\approx V_{ov}-\left(\frac98\right)^{1/3}(E_cL)^{2/3}V_{ov}^{1/3}.$$

Differentiation brings down a factor $1/3$:

$$\frac{g_m}{WCv_{\rm sat}}=1-\frac13\left(\frac98\right)^{1/3}u^{-2/3}+O(u^{-4/3}).$$

The ceiling is the same, but the approach to it is faster. The first law has $1-v/v_{\rm sat}\approx E_c/E$ at high field, the second $E_c^2/(2E^2)$.

## A 30 nm channel

Take $L=30$ nm, $V_{ov}=0.60$ V and $\mu=200$ cm²/Vs. Then $E_c=50$ kV/cm, $E_cL=0.150$ V and $u=4.00$.

For the gradual law, $V_{D\rm sat}=0.150\,(3-1)=0.300$ V and $i=0.300$ V. The saturated current is $3.453\times0.300=1.036$ mA/µm, half the 2.072 mA/µm of a fully saturated channel. The transconductance is $1-1/3=0.667$ of the ceiling, or 2.30 mS/µm. It keeps a larger fraction than the current does because $i$ rises faster than in proportion to $V_{ov}$.

The first correction alone gives $1-1/\sqrt8=0.646$, which is 3% below the full result for this law. For the sharper law it gives $1-0.347\times4^{-2/3}=0.862$; numerical solution of the channel integral gives 0.842, or 2.91 mS/µm. The estimate is about 2.5% high relative to that solution. At this length the choice of velocity law matters more than the omitted higher terms.

These figures describe the idealized channel. In a real 30 nm device the region at the drain where the gate no longer controls the charge locally can be several nanometres long, so neglecting it underestimates the current. A fixed shortening would also raise the transconductance, by a smaller factor, but at fixed drain voltage the region shrinks as $V_{D\rm sat}$ grows with the gate voltage, which offsets that gain and, close to the onset of saturation, can reverse it.

## Corrections outside the channel integral

**Inversion layer.** Electrons do not sit at the oxide surface, and adding them raises their Fermi level. Let $E_F$ be that level measured from the conduction-band edge at the surface, and $N_s$ the electron density per area. With the depletion charge held fixed, a gate increment supplies both the insulator drop and the rise of $E_F$:

$$dV_{GS}=\frac{q\,dN_s}{C}+\frac{dE_F}{q}.$$

Dividing by $q\,dN_s$ gives

$$\frac1{C_{\rm eff}}=\frac1C+\frac1{C_{\rm inv}},\qquad C_{\rm inv}=q^2\frac{dN_s}{dE_F}.$$

A Schrödinger–Poisson solution at 300 K, with both silicon valley ladders, a hard wall at the oxide and a depletion density of $3\times10^{12}$ cm⁻², gives $C_{\rm inv}=8.66\ \mu$F/cm² at $N_s=9.24\times10^{12}$ cm⁻². This density is set by $qN_s=C_{\rm eff}V_{ov}$ at $V_{ov}=0.60$ V, with $C_{\rm eff}$ treated as constant above threshold; it is in fact lower at low density, about 2.2 µF/cm² at $N_s=3\times10^{12}$ cm⁻². A finite depletion width of 20 to 40 nm lowers $C_{\rm inv}$ by about 0.02 to 0.04 µF/cm². Hence $C_{\rm eff}=2.47\ \mu$F/cm², an electrical thickness of 1.40 nm. The ceiling falls to 2.47 mS/µm, about 28.5% below the value based on EOT. If the quoted 1 nm already is the electrical thickness in inversion, this reduction must not be applied again.

**Source resistance.** A resistance $R_s$, multiplied by width, removes $R_s\,dI$ from the gate increment. It also lowers the internal drain voltage, but in this model the saturated current does not depend on that voltage. With $I$ and $g_m$ per width, $dI=g_m(dV_{GS}-R_s\,dI)$, so

$$g_{\rm ext}=\frac{g_m}{1+g_mR_s}.$$

For $R_s=100\ \Omega\,$µm the original ceiling becomes $3.453/1.345=2.57$ mS/µm. With $C_{\rm eff}$, the gradual law at 30 nm and this resistance together, the result is $1.646/1.165=1.41$ mS/µm, the internal overdrive being held at 0.60 V.

**Temperature.** Let one phonon energy $\hbar\omega$ dominate, with occupation $n$ and rate scale $1/\tau$. Emission and absorption both randomize momentum, so $qE=mv(2n+1)/\tau$. Their difference removes energy, so $qEv=\hbar\omega/\tau$. Division gives

$$v^2=\frac{\hbar\omega}{m(2n+1)}=\frac{\hbar\omega}{m}\tanh\frac{\hbar\omega}{2k_BT}.$$

With $\hbar\omega=63$ meV and $m=0.26\,m_0$ this yields $1.9\times10^7$ cm/s at 300 K, nearly twice the adopted velocity, so only its temperature ratio is used. From 300 to 400 K the ratio is 0.928, which in this one-phonon model lowers the ceiling to about 3.2 mS/µm at fixed $C$. Common empirical fits for silicon fall faster, with ratios from about 0.91 to 0.78, or 3.1 to 2.7 mS/µm.

## Where the ceiling can be exceeded

If electrons cross the channel without scattering, their velocity is not a function of the local field. Consider forward-moving electrons at the source in a two-dimensional band of mass $m$. The mean of $\cos\theta$ over the forward half-plane is $2/\pi$. The density of states is constant in energy, so with $\xi=mv^2/2k_BT$ and $f$ the Fermi occupation,

$$v_{\rm inj}=\frac2\pi\sqrt{\frac{2k_BT}{m}}\,\frac{\int_0^\infty\xi^{1/2}f\,d\xi}{\int_0^\infty f\,d\xi}=\sqrt{\frac{2k_BT}{\pi m}}\,\frac{F_{1/2}(\eta)}{F_0(\eta)}.$$

Here $\eta$ is the Fermi level above the band bottom in units of $k_BT$. The normalized Fermi integral $F_{1/2}$ equals $2/\sqrt\pi$ times the upper integral, and $F_0$ is the lower one.

With all electrons in the lowest subband, whose in-plane mass is $0.19\,m_0$, and the density above, $v_{\rm inj}=2.1\times10^7$ cm/s. Transconductance depends on the slope $d(N_sv_{\rm inj})/dN_s$, which is $2.9\times10^7$ cm/s because added electrons fill faster states. Multiplied by $C_{\rm eff}$, it gives 7.2 mS/µm. This is an idealized scale: it ignores backscattering and all higher subbands, and it keeps the equilibrium $C_{\rm eff}$. The higher subbands matter: if electrons fill those of both ladders too, with the levels held at their equilibrium values, the figure drops to about 4 mS/µm, still above $Cv_{\rm sat}$. The comparison shows that $Cv_{\rm sat}$ is a ceiling of the local-field model, not of transistors in general.

## Beside a real transistor

The parameters are rough typical values for a short silicon logic transistor, whose measured transconductance is roughly one to a few mS/µm. Two of the assumptions that such a device breaks act in opposite directions: the finite inversion layer lowers the ceiling to 2.47 mS/µm, while non-local transport could raise it toward the ballistic scale.

Gate leakage hardly affects the estimate. For a single 1 nm layer of silicon dioxide the field is 5.7 MV/cm, below the rough 10 MV/cm breakdown scale of thicker films. A semiclassical tunnelling estimate, $J=qN_sf_be^{-K}$ with bounce rate $f_b=6.0\times10^{13}$ s⁻¹ and barrier exponent $K=11.6$ (for a 3.1 eV band offset and an oxide mass of $0.5\,m_0$), gives about 800 A/cm². Over 30 nm this is $3\times10^{-4}$ of the 0.74 mA/µm drain current obtained with $C_{\rm eff}$ and the gradual law. The exponential makes this an order-of-magnitude figure: an oxide mass of $0.4\,m_0$ gives about 2700 A/cm², or $10^{-3}$ of the drain current. A stack of 0.4 nm of oxide and 3.08 nm of an insulator with relative permittivity 20 has the same 1 nm EOT with a physically thicker barrier. The remaining values are in the numerical output.

## Computed values

```
EOT: 1.0 nm
saturation velocity: 1.0e+07 cm/s
oxide relative permittivity: 3.9 
oxide capacitance C: 3.453 uF/cm2
CEILING g_m/W = C v_sat: 3.453 mS/um
hafnia layer in test stack: 3.08 nm
oxide layer in test stack: 0.4 nm
channel length: 30 nm
overdrive: 0.60 V
mobility: 200 cm2/Vs
critical field E_c: 50.0 kV/cm
E_c L: 0.150 V
u = V_ov/(E_c L): 4.00 
V_Dsat, beta=1: 0.300 V
ceiling current C v_sat V_ov: 2.072 mA/um
saturated current, beta=1, C: 1.036 mA/um
g_m/ceiling, beta=1: 0.667 
g_m/ceiling, beta=2: 0.842 
g_m, 30 nm, beta=1: 2.302 mS/um
g_m, 30 nm, beta=2: 2.906 mS/um
source resistance: 100 ohm um
ceiling with source resistance: 2.567 mS/um
depletion density: 3.0e+12 1/cm2
inversion density: 9.24e+12 1/cm2
inversion centroid: 1.35 nm
lowest subband above band edge: 0.239 eV
inversion capacitance C_inv: 8.66 uF/cm2
effective capacitance C_eff: 2.47 uF/cm2
electrical thickness eps_ox/C_eff: 1.40 nm
C_eff v_sat: 2.47 mS/um
C_eff and 30 nm, beta=1: 1.65 mS/um
C_eff, 30 nm and resistance: 1.41 mS/um
thermal injection velocity: 1.23e+07 cm/s
degenerate injection velocity: 2.09e+07 cm/s
slope of flux against density: 2.91e+07 cm/s
C_eff times that slope: 7.2 mS/um
phonon-balance velocity, 300 K: 1.9e+07 cm/s
v_sat ratio 400 K / 300 K: 0.928 
ceiling at 400 K: 3.21 mS/um
oxide field (SiO2): 5.7 MV/cm
WKB exponent: 11.6 
bounce rate: 6.0e+13 1/s
gate tunnelling current density: 8e+02 A/cm2
gate current per width: 2.4e-01 uA/um
drain current with C_eff: 0.74 mA/um
gate/drain current ratio: 3e-04
```
